\section*{Why a band-bottom electron gets its optical-phonon linewidth from heat}

\section{Where the width comes from}

\textbf{Q.} I calculate the phonon linewidth of an electron at the bottom of a conduction band. With optical phonons alone it should vanish in the cold, I am told, yet the electron is still coupled to the lattice. Does the coupling switch off?

\textbf{A.} No. The coupling stays and shifts the level. What is missing at zero temperature is a final state of the right energy. To see this, take one parabolic band, $\varepsilon_q=q^2/2m$, with no other valley or band within reach, and an optical branch of fixed energy $\omega_0>0$. I use Hartree atomic units, so $\hbar=1$, and measure energies from the band bottom. The coupling is
\begin{equation}
H_{\rm int}=\sum_{\mathbf k\mathbf q} g_{\mathbf q}\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}),\qquad |g_{-\mathbf q}|=|g_{\mathbf q}| .
\end{equation}
The operator $c_0$ removes the electron at the band bottom. Since $\varepsilon_0=0$, its equation of motion is
\begin{equation}
i\dot c_0=[c_0,H]=F,\qquad F=\sum_{\mathbf q}g_{-\mathbf q}\,(b^\dagger_{\mathbf q}+b_{-\mathbf q})\,c_{\mathbf q}.
\end{equation}
Let $G(E)$ be the retarded Green function of $c_0$. Using the equation of motion once for $c_0$ and once for $c_0^\dagger$ gives $E^2G=E+\langle\{F,c_0^\dagger\}\rangle+G_F$, where $G_F$ is the retarded function of $F$ with $F^\dagger$. Because $\{c_{\mathbf q},c_0^\dagger\}=0$ for $\mathbf q\neq0$, the middle term reduces to $g_0\langle b_0+b_0^\dagger\rangle$. It vanishes in an empty band. With $N_e$ electrons present it is a real constant, $-2|g_0|^2N_e/\omega_0$, which shifts the level but gives no width, and I drop it. On the other hand, $G=1/(E-\Sigma)=1/E+\Sigma/E^2+\dots$ defines the self-energy $\Sigma$. To second order in $g$, therefore, $\Sigma=G_F$, evaluated with free electrons and phonons.

The two parts of $F$ evolve freely at definite energies: $b^\dagger_{\mathbf q}c_{\mathbf q}$ at $\varepsilon_q-\omega_0$ (absorption) and $b_{-\mathbf q}c_{\mathbf q}$ at $\varepsilon_q+\omega_0$ (emission). Their weights are thermal anticommutators. With $n=1/(e^{\omega_0/k_BT}-1)$ and $f$ the electron occupation at $\mathbf q$,
\begin{align}
\langle\{b^\dagger c,c^\dagger b\}\rangle&=n(1-f)+(n+1)f=n+f,\\
\langle\{b\,c,c^\dagger b^\dagger\}\rangle&=(n+1)(1-f)+nf=n+1-f .
\end{align}
The lowest-order self-energy is thus
\begin{equation}
\Sigma(E)=\sum_{\mathbf q}|g_{\mathbf q}|^2\left[\frac{n+1-f}{E-\varepsilon_q-\omega_0+i0}+\frac{n+f}{E-\varepsilon_q+\omega_0+i0}\right].
\label{sigma}
\end{equation}

\textbf{Q.} How do I read a width from that?

\textbf{A.} The amplitude evolves as $e^{-i\Sigma t}$, so the probability decays as $e^{-\Gamma t}$ with $\Gamma=-2\,{\rm Im}\,\Sigma$. This $\Gamma$ is the full width at half maximum, and the lifetime is $\hbar/\Gamma$. I evaluate $\Sigma$ at the bare energy $E=0$ and take an empty band, $f=0$. The emission denominator is then $-(\varepsilon_q+\omega_0)$, which is at most $-\omega_0$ and never reaches zero, so emission gives no imaginary part. The absorption denominator, $\omega_0-\varepsilon_q$, vanishes at $q_0=\sqrt{2m\omega_0}$. With ${\rm Im}\,(x+i0)^{-1}=-\pi\delta(x)$,
\begin{equation}
\Gamma=n(T)\;2\pi\sum_{\mathbf q}|g_{\mathbf q}|^2\,\delta(\varepsilon_q-\omega_0).
\label{law}
\end{equation}
The sum contains no temperature if band, phonon energy and coupling are held fixed. The width is then proportional to $n$ and vanishes at $T=0$. At this order in the coupling, a nonzero width on heating also requires $g_{\mathbf q}\neq0$ somewhere on the shell $q=q_0$.

\section{The size for a polar crystal}

\textbf{Q.} What is the sum for a polar semiconductor?

\textbf{A.} First we need the coupling, which follows from the energy of a charge at rest. For each wavevector the charge displaces an oscillator:
\begin{equation}
\omega_0b^\dagger b+g(b+b^\dagger)=\omega_0\Big(b^\dagger+\frac g{\omega_0}\Big)\Big(b+\frac g{\omega_0}\Big)-\frac{g^2}{\omega_0}.
\end{equation}
The energy falls by $g^2/\omega_0$. In electrostatics, letting the ions respond changes the dielectric constant from $\varepsilon_\infty$ to $\varepsilon_s$, and the self-energy of a unit charge in volume $V$ changes, per wavevector, by $\frac12(4\pi/Vq^2)(1/\varepsilon_s-1/\varepsilon_\infty)$. Equating the two,
\begin{equation}
|g_{\mathbf q}|^2=\frac{2\pi\omega_0\kappa}{Vq^2},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},\qquad \alpha=\kappa\sqrt{\frac{m}{2\omega_0}}=\frac{\kappa m}{q_0}.
\end{equation}
The last relation defines the Fr\"ohlich constant $\alpha$. In the sum over $\mathbf q$ the factor $q^2$ of the volume element cancels the $1/q^2$. With $q=q_0y$, $\kappa=\alpha q_0/m$ and $q_0^2/m=2\omega_0$,
\begin{equation}
\sum_{\mathbf q}|g_{\mathbf q}|^2\to\frac{4\pi}{(2\pi)^3}\,2\pi\omega_0\kappa\int_0^\infty dq=\frac{\omega_0\kappa q_0}{\pi}\int_0^\infty dy=\frac{2\alpha\omega_0^2}{\pi}\int_0^\infty dy .
\label{measure}
\end{equation}
The arrow means that the remaining factors stand under the integral. Since $\varepsilon_q=\omega_0y^2$ and $\int_0^\infty dy\,\delta(\omega_0(y^2-1))=1/(2\omega_0)$, equation (\ref{law}) becomes
\begin{equation}
\Gamma=2\pi n\,\frac{2\alpha\omega_0^2}{\pi}\,\frac1{2\omega_0}=2\alpha\omega_0\,n(T).
\label{polar}
\end{equation}

\textbf{Q.} Give me numbers I could compare with a device material.

\textbf{A.} Take round model parameters in the rough regime of the lowest conduction valley of gallium arsenide, which is polar and has a single lowest valley: $m=0.07$, $\omega_0=35$ meV, $\varepsilon_\infty=11$, $\varepsilon_s=13$. They give $\alpha=0.073$. At 300 K, $n=0.348$ and
\begin{equation}
\Gamma=2\times0.0730\times35\ {\rm meV}\times0.348=1.78\ {\rm meV}=1.78\times10^{-3}\ {\rm eV},
\end{equation}
a lifetime of 0.37 ps. At 77 K, $n=0.00515$, the width is 0.026 meV and the lifetime 25 ps. Between these temperatures $T$ grows by a factor of 3.9 and the width by 68, as $n$ does.

In the cold, $n\approx e^{-\omega_0/k_BT}$, so the width is thermally activated. For $k_BT\gg\omega_0$, $n\approx k_BT/\omega_0$ and $\Gamma\approx2\alpha k_BT$. Room temperature is not in that limit: the classical expression gives 3.77 meV, about twice the result of (\ref{polar}).

\section{Is it really the missing final state?}

\textbf{Q.} How can I tell that energy conservation is the cause, and not some weakness of the coupling at the band bottom?

\textbf{A.} Keep the coupling and give the electron kinetic energy. Let it go from $k$ to $p$, so that $q^2=p^2+k^2-2pk\mu$, with $\mu$ the cosine of the angle between them. The energy delta function gives $\int p^2dp\,\delta(p^2/2m-E_f)=mp$, with $E_f$ the final energy. For unit phonon factor,
\begin{equation}
\Gamma_1=\omega_0\kappa\,mp\int_{-1}^{1}\frac{d\mu}{p^2+k^2-2pk\mu}
=\frac{\omega_0\kappa m}{k}\ln\frac{p+k}{|p-k|}.
\end{equation}
Put $x=k/q_0$ and use $\kappa m=\alpha q_0$. For absorption $p^2-k^2=q_0^2$, so the ratio in the logarithm is $(p+k)^2/q_0^2$ and the logarithm is $2\,{\rm arsinh}\,x$. For emission $k^2-p^2=q_0^2$, and it is $2\,{\rm arcosh}\,x$. Hence
\begin{equation}
\Gamma_{\rm abs}=2\alpha\omega_0\,n\,\frac{{\rm arsinh}\,x}{x},\qquad
\Gamma_{\rm em}=2\alpha\omega_0\,(n+1)\,\frac{{\rm arcosh}\,x}{x}\quad(x>1).
\end{equation}
For $x\to0$ the first returns (\ref{polar}). The second exists only above the threshold $k^2/2m=\omega_0$, where it survives at $T=0$. In the example, an electron with kinetic energy $2\omega_0$ ($x=\sqrt2$) has a zero-temperature width of 3.2 meV. The coupling is the same; the final state is now available. For the same reason the minimum must be isolated: a second valley lying more than $\omega_0$ lower, if coupled, opens emission and gives a width at $T=0$.

\textbf{Q.} Then what does the coupling do to the cold electron at the bottom?

\textbf{A.} It lowers its energy and mixes in states that contain one phonon. From (\ref{measure}), the shift at $T=0$ and the weight of the admixture are
\begin{equation}
-\frac{2\alpha\omega_0}{\pi}\int_0^\infty\frac{dy}{1+y^2}=-\alpha\omega_0,\qquad
\frac{2\alpha}{\pi}\int_0^\infty\frac{dy}{(1+y^2)^2}=\frac\alpha2 .
\end{equation}
The dressed state contains the bare one with probability $Z\approx1-\alpha/2$. An electron started in the bare state therefore remains there, after the other components have dephased, with probability $Z^2\approx1-\alpha$.

Solving the Schr\"odinger equation numerically, with at most one phonon exchanged and $\alpha=0.01$, shows both behaviours. Without phonons the survival probability settles at 0.990. With $n=0.25$, 0.5 and 1 it decays at rates 0.00499, 0.00999 and 0.01996 in units of $\omega_0$, against $2\alpha n=0.005$, 0.01 and 0.02.

\section{Calculations and real layers}

\textbf{Q.} My first-principles code does print a width at $T=0$. Is it wrong?

\textbf{A.} It may be the smearing. A code may replace $i0$ by a finite $i\eta$. The emission term then acquires an imaginary part although it has no shell. For $\eta\ll\omega_0$ at $T=0$,
\begin{equation}
\Gamma_{\rm false}\approx2\,\frac{2\alpha\omega_0^2}{\pi}\int_0^\infty dy\,\frac{\eta}{\omega_0^2(1+y^2)^2}=\frac{4\alpha\eta}{\pi}\,\frac\pi4=\alpha\eta .
\end{equation}
With $\eta=5$ meV the example gives a false width of 0.36 meV, about 14 times the true width at 77 K. Reduce $\eta$ and refine the $\mathbf q$ grid together, so that the level spacing near the shell stays below $\eta$, and extrapolate to $\eta=0$. At $T=0$, a width that survives in the limit $\eta\to0$ points to a real final state, such as one in another valley. A plateau at finite $\eta$ is not enough: smeared emission of piezoelectric acoustic phonons can produce a small one, about 0.7 $\mu$eV for $\eta$ between 0.3 and 10 meV with $K^2=0.003$ (defined below) and a sound speed of 3500 m/s. The deformation-potential part forms no plateau; it falls roughly as $\eta$.

\textbf{Q.} Does doping matter?

\textbf{A.} Yes. Within the optical-phonon term it enters through $n+f$ in (\ref{sigma}), where $f$ is taken at energy $\omega_0$. When $\omega_0$ and $\omega_0-\mu_c$ are both large compared with $k_BT$, with $\mu_c$ the chemical potential measured from the band bottom, $f/n\approx e^{\mu_c/k_BT}$. Cooling at fixed carrier density therefore does not guarantee the empty-band law. At $10^{14}$ cm$^{-3}$, $f/n$ is 0.00165 at 77 K and can be ignored in this term. Scattering by dopants and by other carriers is not included here and need not be small: at that density and temperature the charged-centre formula given below yields an rms potential of 1.3 meV, about 50 times the optical width. At $10^{17}$ cm$^{-3}$ it is 0.16 at 300 K and 2.9 at 77 K, where $\mu_c=7$ meV. In that last case the optical width is 3.9 times the empty-band value, with coupling and screening held fixed. If $\mu_c$ exceeds $\omega_0$, $f=1$ on the shell and a width remains at $T=0$: a hole at the bottom is filled by an electron that drops and emits a phonon.

\textbf{Q.} Would a clean gallium arsenide layer show 1.78 meV at room temperature?

\textbf{A.} Not as its whole linewidth. The parameters are only roughly those of the material, and $\kappa$ is a difference of close numbers: $m=0.063$, $\omega_0=36.2$ meV, $\varepsilon_\infty=10.89$, $\varepsilon_s=12.9$ give 1.65 meV, while $m=0.067$ and $\varepsilon_s=13.18$ with the same $\omega_0$ and $\varepsilon_\infty$ give 1.90 meV. Several omissions are smaller than this spread. A nonparabolicity of 0.6 eV$^{-1}$, entering only through the density of states and $q_0$, raises the width by 3\%; the accompanying change of the Bloch functions, left out here, acts the other way. A phonon softer by 1\% raises it by 1.3\% at 300 K, with mass and dielectric constants fixed. The wavevector $q_0$ is 0.023 of $2\pi/a$ for lattice constant $a=0.57$ nm, so a flat phonon branch is reasonable. A satellite valley 300 meV up is 8.6 phonon energies away. The next order in the coupling has the rough scale $\alpha(2n+1)=0.12$ relative to the leading one; that is a scale, not a computed correction.

The model also assumes that optical phonons act alone, and here the omissions can be as large as the result. Charged centres of density $N$, placed at random and screened by mobile carriers of the same density with wavevector $q_D=\sqrt{4\pi N/\varepsilon_sk_BT}$, produce a potential of variance
\begin{equation}
N\int\!\frac{d^3q}{(2\pi)^3}\left[\frac{4\pi}{\varepsilon_s(q^2+q_D^2)}\right]^2=\frac{2\pi N}{\varepsilon_s^2q_D}.
\end{equation}
For $N=10^{14}$ cm$^{-3}$ at 300 K the rms value is 1.8 meV, as large as the optical width. It measures the unevenness of the potential and is not itself a lifetime width.

Piezoelectric acoustic phonons also matter. Their energies near the band bottom are tiny, so I treat them as a static disorder of strength $W/(Vq^2)$. Let $K^2\ll1$ be the squared electromechanical coupling, the fraction by which the piezoelectric response lowers the electrostatic energy $\frac12\,4\pi/(\varepsilon_sVq^2)$ of a charge at each wavevector. For an oscillator of frequency $\omega$ this lowering is $g^2/\omega$, as above, and the thermal variance of its potential, $g^2(2n+1)\approx2g^2k_BT/\omega$, is $2k_BT$ times as large. Hence $W=4\pi K^2k_BT/\varepsilon_s$. Plain second order fails here, and I put $\Sigma$ itself into the denominator, taken at the bare energy $E=0$ and treated as independent of momentum:
\begin{equation}
\Sigma=\frac{W}{2\pi^2}\int_0^\infty\frac{dq}{-\Sigma-q^2/2m}=\frac{-iw}{\sqrt{-\Sigma}},\qquad w=\frac{W\sqrt{2m}}{4\pi}.
\end{equation}
Thus $(-\Sigma)^{3/2}=iw$, $-\Sigma=w^{2/3}e^{i\pi/3}$ and $\Gamma=\sqrt3\,w^{2/3}$. With a rough $K^2=0.003$ this is 0.9 meV at 300 K for piezoelectric phonons acting alone and without screening. The widths do not simply add: with the optical damping also placed in the denominator, the piezoelectric addition falls to about 0.5 meV. The direction average of $K^2$ for gallium arsenide is nearer 0.002, which lowers the 0.9 meV by a further 17 to 30\%. An optical transition also carries the width of its other state. The 1.78 meV is therefore the optical-phonon part for one electron in this model. The numerical output lists the inputs and results.

\section*{Computed results}
\begin{verbatim}
Model: mass 0.07 m_e, phonon 35.0 meV
Dielectric constants: high-freq. 11.0, static 13.0
Coupling constant alpha = 0.0730
Absorbed wavevector q0 = 0.2536 1/nm
T   0 K: n = 0.00000, width = 0.0000 meV, lifetime infinite
T  77 K: n = 0.00515, width = 0.0263 meV, lifetime 25.05 ps
T 200 K: n = 0.15105, width = 0.7714 meV, lifetime 0.8532 ps
T 300 K: n = 0.34815, width = 1.7780 meV, lifetime 0.3702 ps
T 400 K: n = 0.56804, width = 2.9010 meV, lifetime 0.2269 ps
Width at 300 K = 1.778e-03 eV
Classical 2 alpha kT at 300 K = 3.772 meV
T=0 width at kinetic energy 2 w0 = 3.183 meV
False T=0 width, smearing 5.0 meV: 0.360 meV
  small-smearing estimate alpha*eta = 0.365 meV
Evolution test (w0 = 1): alpha = 0.010
  n = 0: mean survival probability 0.9903
  n = 0.25: decay rate 0.00499, formula 0.00500
  n = 0.50: decay rate 0.00999, formula 0.01000
  n = 1.00: decay rate 0.01996, formula 0.02000
Filling 1e+14 cm^-3, 300 K: mu -218.3 meV, f/n = 1.60e-04
Filling 1e+14 cm^-3, 77 K: mu -42.5 meV, f/n = 1.65e-03
Filling 1e+17 cm^-3, 300 K: mu -37.8 meV, f/n = 1.62e-01
Filling 1e+17 cm^-3, 77 K: mu 7.1 meV, f/n = 2.87e+00
Nonparabolicity 0.6 1/eV: width change +3.1 %
Phonon softer by 1 %: width change at 300 K +1.3 %
Lattice constant 0.57 nm: q0/(2 pi/a) = 0.023
Satellite valley 300 meV up = 8.6 phonon energies
Next-order scale alpha(2n+1) at 300 K = 0.124
Acoustic inputs: D 7.0 eV, rho 5300 kg/m^3, v 5000 m/s
Acoustic width, thermal electron, 300 K = 0.098 meV
Piezo coupling K^2 = 0.003: bottom width, 300 K = 0.89 meV
Charged centres 1e+14 cm^-3: rms potential, 300 K = 1.82 meV
\end{verbatim}
